# Equilibrium Charge of a Metal–Semiconductor Contact by Complex Contour and Fermi Poles

## 1. What dimensions and symmetry fix

An element of the density matrix $D$ is a pure number. The Green function $G$ is an inverse energy, so every term of a formula that builds $D$ from values of $G$ must carry an energy as its weight. The Fermi function

$$f(z)=\frac{1}{1+e^{(z-\mu)/k_BT}}$$

depends on $(z-\mu)/k_BT$ alone. The residue at any of its poles $z_n$ is therefore a number times $k_BT$, and it is the same number at all poles, because $f(z+2\pi i k_BT)=f(z)$. A pole can enter $D$ only as $c\,k_BT\,G(z_n)$. For a real Hamiltonian $D$ is real; Section 3 shows that it is the real part of $G(z_n)$ that enters.

Dimensions also govern the cost. On a uniform real grid of spacing $h$, the relative error in the weight of an isolated Lorentzian of width $\Gamma$ depends on $\Gamma/h$ and on where the points fall. At fixed accuracy $h\propto\Gamma$, and an interval of length $W$ needs a number of points proportional to $W/\Gamma$. On a path that keeps a distance $\Delta$ from the spectrum, the length over which $G$ varies is set by $\Delta$, not by $\Gamma$. It remains to find $c$, the path and the errors.

## 2. The integral and its analytic structure

Consider non-interacting or mean-field electrons in an orthonormal real basis, in equilibrium at one $\mu$ and $T$. All quantities are per spin. Let $\mathcal H$ be the Hamiltonian of device plus leads and $P$ the projector on the device. Then

$$D=Pf(\mathcal H)P=\int dE\,f(E)A(E),\qquad A(E)=P\,\delta(E-\mathcal H)P .$$

Since $\delta(x)=-\frac1\pi\,\mathrm{Im}\,\frac{1}{x+i0}$,

$$D=-\frac1\pi\int dE\,f(E)\,\mathrm{Im}\,G(E+i0),\qquad G(z)=P(z-\mathcal H)^{-1}P. \tag{1}$$

For a complex Hermitian $\mathcal H$, $\mathrm{Im}\,X$ of a matrix is to be read as $(X-X^\dagger)/2i$ and $\mathrm{Re}\,X$ as $(X+X^\dagger)/2$, here and in what follows.

The leads are eliminated by blocks. With $H$ for the device, $H_\ell$ for a lead and $V$ for their coupling, the defining equations are $(z-H)G-VG_{\ell d}=1$ and $(z-H_\ell)G_{\ell d}-V^\dagger G=0$. The second gives $G_{\ell d}=(z-H_\ell)^{-1}V^\dagger G$. Inserted in the first, for two leads that do not touch each other, it yields

$$G(z)=[z-H-\Sigma_L(z)-\Sigma_R(z)]^{-1},\qquad \Sigma_\ell=V(z-H_\ell)^{-1}V^\dagger .$$

Because $\mathcal H$ is Hermitian, its resolvent is analytic away from the real spectrum. If $d(z)$ is the distance from $z$ to the spectrum, then

$$\|G\|\le\frac1{d},\qquad \left\|\frac{dG}{dz}\right\|=\|P(z-\mathcal H)^{-2}P\|\le\frac1{d^2}. \tag{2}$$

Neither bound contains the width of any resonance.

## 3. Closing the contour

The poles of $f$ satisfy $e^{(z-\mu)/k_BT}=-1$, so $z_n=\mu+i(2n+1)\pi k_BT$. Near $z_n$,

$$1+e^{(z-\mu)/k_BT}=1-e^{(z-z_n)/k_BT}\simeq-\frac{z-z_n}{k_BT},$$

and the residue of $f$ is $-k_BT$.

Choose $E_B$ below the whole spectrum, bound states included. Below $E_B$ the imaginary part of $G$ vanishes, so the integral (1) may start there. The path $C$ consists of an arc from $E_B$ to $\mu-\gamma+i\Delta$ and a horizontal line from there to $+\infty+i\Delta$. Take

$$\Delta=2\pi Nk_BT ,$$

midway between two poles. The poles $n=0,\dots,N-1$ lie below the line.

Going right just above the real axis and back along $C$ is a counter-clockwise circuit. The vertical side at large real part contributes nothing, because $f$ decays exponentially there. The residue theorem gives

$$\int_{\rm real}fG\,dE-\int_C fG\,dz=2\pi i\sum_{n=0}^{N-1}(-k_BT)G(z_n).$$

Multiply by $-1/\pi$ and take the imaginary part. With $\mathrm{Im}(iX)=\mathrm{Re}\,X$, the last term becomes $-\frac1\pi(-2\pi k_BT)\,\mathrm{Re}\,G=+2k_BT\,\mathrm{Re}\,G$. Hence

$$D=-\frac1\pi\,\mathrm{Im}\int_C f(z)G(z)\,dz+2k_BT\sum_{n=0}^{N-1}\mathrm{Re}\,G(z_n). \tag{3}$$

The number left open in Section 1 is $c=2$. Equation (3) is an identity; errors enter when the integral over $C$ is discretized. The pole terms are residues, not samples of a curve that must be resolved. A resonance at $\mu$ much narrower than $k_BT$ therefore does no harm, although the lowest pole is only $\pi k_BT$ above the axis.

**Two limits.** For $N\to\infty$ one can do without the path. The expansion of $f$ in its poles is $f(\varepsilon)=\frac12+2k_BT\sum_{n\ge0}\mathrm{Re}\,(z_n-\varepsilon)^{-1}$, so

$$D=\tfrac12+2k_BT\sum_{n=0}^{\infty}\mathrm{Re}\,G(z_n).$$

This sum converges slowly. At large $\omega_n=(2n+1)\pi k_BT$ a term is $\mathrm{Re}\,(z_n-\varepsilon)^{-1}\simeq(\mu-\varepsilon)/\omega_n^2$. The $\omega_n$ are spaced by $2\pi k_BT$, so the terms beyond $\Delta$ add up to about $(\mu-\varepsilon)/\pi\Delta$, an error of order $1/N$. In (3) the arc and line supply the constant $\frac12$ and this tail together, through an integral whose quadrature converges geometrically (Section 4).

For $T\to0$ at fixed $\Delta$ the number of poles $N=\Delta/2\pi k_BT$ grows as $1/T$, and the pole sum turns into $\frac1\pi\int_0^\Delta\mathrm{Re}\,G(\mu+iy)\,dy$. The path then comes down to the real axis at $\mu$, and a narrow resonance there must be resolved again.

## 4. Quadrature on the path

**Line.** Periodicity gives $f(x+i\Delta)=f(x)$, which is real and positive. It can serve as the weight of a Gauss rule, so that $G$ alone has to be approximated by polynomials. Let $p_k$ be the orthonormal polynomials of this weight and $J$ the tridiagonal matrix of multiplication by $x$ in that basis. With $m_0=\int f\,dx$,

$$\int f\,x^k\,dx=m_0\,(J^k)_{11}.$$

Cut $J$ to its first $n$ rows and columns. A product of $k$ tridiagonal factors that starts and ends at index 1 reaches at most index $1+\lfloor k/2\rfloor$, so the cut changes nothing for $k\le2n-1$. Diagonalizing the cut matrix gives nodes $x_j$ (eigenvalues) and weights $m_0v_{1j}^2$ (squared first components of the eigenvectors). The matrix follows from a Lanczos recursion on a finely discretized weight, which requires no value of $G$.

**Arc.** Here $\mathrm{Re}\,z\le\mu-\gamma$, and $f$ differs from 1 by about $e^{-\gamma/k_BT}$ at most. A circle centred on the real axis at $x_c$, through $E_B$ and $x_e+i\Delta$ with $x_e=\mu-\gamma$, obeys $(x_e-x_c)^2+\Delta^2=(x_c-E_B)^2$. The terms $x_c^2$ cancel, leaving

$$x_c=\frac{x_e^2+\Delta^2-E_B^2}{2(x_e-E_B)},\qquad R=x_c-E_B .$$

Gauss–Legendre nodes are placed in the angle $\theta$, with $z=x_c+Re^{i\theta}$ and $dz=iRe^{i\theta}d\theta$, running from $\theta=\pi$ down to the end angle.

**Error bound.** Map either piece to $-1\le u\le1$ and write $u=\frac12(w+1/w)$. Let the integrand $F$ be analytic with $|F|\le M$ inside the ellipse $|w|=\rho>1$. In $F=\sum_ka_kT_k(u)$ the Chebyshev polynomials are $T_k=\frac12(w^k+w^{-k})$, so $a_k/2$ is a Laurent coefficient in $w$. Cauchy's formula on $|w|=\rho$ gives $|a_k|\le2M\rho^{-k}$. An $n$-point Gauss rule is exact for $k\le2n-1$. For each higher $k$, both the integral and the rule are at most $m_0$ in size, since $|T_k|\le1$. Therefore

$$|\text{error}|\le2m_0\sum_{k\ge2n}2M\rho^{-k}=\frac{4m_0M}{1-1/\rho}\,\rho^{-2n}. \tag{4}$$

On the line $F=G$, since $f$ is the weight. On the arc the integrand also contains $f$, which has poles at $\mathrm{Re}\,z=\mu$. There $f$ can be replaced by 1 at the cost of an error of order $e^{-\gamma/k_BT}$, which leaves $F=G\,dz/du$ with $m_0=2$. In both cases the ellipse may grow until it touches the spectrum. Its size is set by the path and the extent of the spectrum, bound states included, whatever narrow structure lies within the bands. A bound state between $E_B$ and the lowest band shrinks the ellipse of the arc.

## 5. A contact with a narrow gap resonance

The metal is a chain with site energy 0 and hopping $t=2$ eV. Adding one site to a semi-infinite chain reproduces it, so its end-site Green function obeys $g_m=1/(z-t^2g_m)$. The root that decays as $1/z$ is

$$g_m=\frac{2}{z+\sqrt{z-2t}\sqrt{z+2t}} .$$

The semiconductor has site energy $\varepsilon_s=0.03$ eV above $\mu=0$ and alternating hoppings $t_1=1.0$ and $t_2=1.5$ eV, the weak bond first. With $w=z-\varepsilon_s$ (no longer the variable of Section 4), adding two sites gives $g_s=1/[w-t_1^2/(w-t_2^2g_s)]$. Clearing the fractions,

$$t_2^2w\,g_s^2-(w^2+t_2^2-t_1^2)g_s+w=0,$$

$$g_s=\frac{w^2+t_2^2-t_1^2-S}{2wt_2^2},\quad S=\sqrt{w-a}\sqrt{w+a}\sqrt{w-b}\sqrt{w+b},$$

where $a=t_1+t_2$, $b=|t_2-t_1|$ and the principal roots make $g_s$ decay at large $w$. The gap is $2b=1$ eV. As $w\to0$ from above, $S\to(ia)(ib)=-ab=-|t_2^2-t_1^2|$. For $t_2>t_1$ this leaves

$$g_s\to\frac Zw,\qquad Z=1-\frac{t_1^2}{t_2^2}=0.5556,$$

a surface state at midgap. For $t_2<t_1$ the numerator vanishes and there is no such state. The device contains two metal and four semiconductor sites, so the remaining semiconductor lead again begins with a weak bond. Its self-energy $t_2^2g_s$ has a pole on the real axis, inside the gap.

A contact hopping $t_c$ adds the self-energy $t_c^2g_m$ to the first semiconductor site. Near midgap

$$G_{ss}=\frac1{g_s^{-1}-t_c^2g_m}\simeq\frac{Z}{w-Zt_c^2g_m},\qquad \Gamma=2Zt_c^2|\mathrm{Im}\,g_m| .$$

With $|\mathrm{Im}\,g_m|=\sqrt{4t^2-\varepsilon_s^2}/2t^2\simeq0.5\ \mathrm{eV^{-1}}$ and $t_c=0.1$ eV, $\Gamma=2(0.5556)(0.01)(0.5)=5.56$ meV. The full width at half maximum of the computed spectrum agrees within 0.1%. For $t_c=0.2$ eV the formula gives 22.22 meV and the spectrum 22.28 meV; for $t_c=0.05$ eV both give 1.39 meV.

## 6. The price of the real axis

Place points at $E_j=E_0+\delta+jh$ around a Lorentzian of unit weight centred at $E_0$. From $\sum_j(x+j)^{-1}=\pi\cot\pi x$, summed symmetrically,

$$h\sum_j\left(-\frac1\pi\right)\mathrm{Im}\,\frac1{\delta+jh+i\Gamma/2}=-\mathrm{Im}\cot\frac{\pi(\delta+i\Gamma/2)}h .$$

With a point on the peak, $\delta=0$, this is $\coth(\pi\Gamma/2h)$. With two points straddling it, $\delta=h/2$, it is $\tanh(\pi\Gamma/2h)$. Both should equal 1. If $f$ varies little over $\Gamma$ and is itself well sampled, the occupation error is

$$\delta n=Zf(E_0)\left[\coth\frac{\pi\Gamma}{2h}-1\right]\quad\text{or}\quad Zf(E_0)\left[\tanh\frac{\pi\Gamma}{2h}-1\right]. \tag{5}$$

For $h\gg\Gamma$ the straddling grid misses the state altogether, while the grid on the peak counts it about $2h/\pi\Gamma$ times. For $h\ll\Gamma$ both errors have size $2Zf\,e^{-\pi\Gamma/h}$, and a tolerance $\epsilon$ requires

$$h\simeq\frac{\pi\Gamma}{\ln(2Zf/\epsilon)} .$$

At 300 K, $k_BT=0.02585$ eV and $f(\varepsilon_s)=0.2386$, so $Zf=0.13255$. For $h=\Gamma$, $\coth(\pi/2)-1=0.0903$ and (5) predicts $+0.0120$ electron; the computed error is $+0.0119$. For the straddling grid both values are $-0.011$. The law was tested at $h=\Gamma$ and $h=2\Gamma$. It describes the resonance alone. The square-root band edges add an error that falls only as a power of $h$, about $h^{3/2}$, and is not controlled by $\Gamma/h$. It is negligible at a tolerance of 0.001 electron, but at much tighter tolerances it dominates, and the spacing above is then no longer sufficient.

For $\epsilon=0.001$ electron, $\ln(265)=5.58$ and $h=0.563\,\Gamma$; a search in steps of 3% stopped at $0.561\,\Gamma$. The interval from the metal band bottom at $-4$ eV to $0.776$ eV is 4.776 eV long, which for $\Gamma=5.56$ meV means about 1530 points. The computed counts for the three contacts, from widest to narrowest resonance, are 383, 1533 and 6133. Their product with $\Gamma$ stays at 8.5 eV, which confirms the $1/\Gamma$ law of Section 1 at this tolerance, where the resonance dominates the error.

This is the cost of a uniform grid. A real-axis mesh refined towards every band edge and the resonance also works: with 6336 evaluations it agrees with the reference of Section 7 to rounding. Such a prescribed mesh must be told where the narrow features are, and an adaptive rule has to find them by repeated subdivision. To place its path, the contour needs only a lower bound on the spectrum.

## 7. The price of the contour

Take $N=8$, $\gamma=30k_BT$ and $E_B=-5$ eV. Then $\Delta=16\pi k_BT=1.2995$ eV and $x_e=-0.7756$ eV, while

$$x_c=\frac{0.602+1.689-25}{2(4.224)}=-2.688\ \text{eV},\qquad R=2.312\ \text{eV}.$$

The end angle is $\arctan(1.2995/1.912)=0.597$.

*Arc rate.* The metal band edge at $-4$ eV corresponds to $e^{i\theta}=-0.567$, or $\theta=\pi+0.567i$. The half-range of $\theta$ is 1.272, so the edge lies $0.445$ above one end of the $u$ interval. On an ellipse, $|u-1|+|u+1|=\rho+1/\rho$. Here the sum is $0.445+\sqrt{4+0.445^2}=2.494$, hence $\rho=1.99$. The rest of the spectrum lies outside this ellipse: in the $\theta$ plane it occupies the vertical line above this point and part of the line $\mathrm{Re}\,\theta=0$, which is 0.597 beyond the other end and would allow $\rho=2.5$. By (4), each arc node gains a factor of about 4 in the bound, for every $\Gamma$, down to the error of order $e^{-30}\sim10^{-13}$ made by setting $f=1$ in the estimate.

*Line rate.* Cut the weight at $40k_BT$ above $\mu$, where $f\sim10^{-17}$. The half-length is $35k_BT=0.905$ eV. The ellipse stays off the real axis if its minor semi-axis $\frac12(\rho-1/\rho)$ is below $1.2995/0.905=1.44$, hence $\rho=3.2$. Each node gains a factor of about 10 in the bound.

These are guaranteed rates, not error estimates. With 8 arc nodes, 4 line nodes and 8 poles, 20 evaluations in all, the largest error of any density-matrix element for any of the three contacts is $1.3\times10^{-7}$. With 26 evaluations it is $4\times10^{-10}$, and with 32 it is $10^{-13}$. Both node numbers change between these runs, so they do not isolate either rate.

The reference is the diagonalization of a long finite chain, which uses neither self-energies nor a contour. At the energies that enter (3), waves running to the far ends and back are damped, so a sufficiently long chain has the same device density matrix as the infinite one.

Forty Gauss–Legendre points on the real axis give errors of $-0.044$, $-0.111$ and $-0.129$ electron on the surface site, from the widest to the narrowest resonance. The last is close to $-Zf=-0.133$: the rule misses nearly the whole resonance. This depends on where the nodes fall: here none lies on the narrowest resonance, and one that did would give a large positive error.

Why the line escapes such errors is visible in the spectral representation:

$$-\frac1\pi\mathrm{Im}\,G(E+i\Delta)=\int dE'\,A(E')\,\frac{\Delta/\pi}{(E-E')^2+\Delta^2}.$$

The line sees the spectrum averaged over $\Delta$. For $t_c=0.1$ eV the surface spectral function peaks at $63.7\ \mathrm{eV^{-1}}$ on the real axis, but at midgap on the line it is $0.189\ \mathrm{eV^{-1}}$. The slope of $Z/(E-E_0+i\Gamma/2)$ reaches $4Z/\Gamma^2=7.2\times10^4\ \mathrm{eV^{-2}}$. On the line the largest norm of $dG/dE$ found is $0.53\ \mathrm{eV^{-2}}$, below the bound $1/\Delta^2=0.59\ \mathrm{eV^{-2}}$ from (2). No weight is lost by this smoothing, since (3) is an identity.

## 8. Reading the charge

For $t_c=0.1$ eV the surface-site occupation is assembled as

$$n=0.3576\,(\text{arc})+0.1367\,(\text{line})-0.1326\,(\text{poles})=0.3617 .$$

The parts have no separate physical meaning. With 4 or 12 poles they change, while the sum stays the same to the eight digits printed. The 12-pole sum, $-0.1341$, also shows the slow limit of Section 3: it should tend to $n-\frac12=-0.1383$ and still misses by $0.0042$. The estimate $|\mu-\varepsilon_s|/\pi\Delta$, with $\Delta=1.949$ eV, gives $0.0049$. It is rough, because replacing a term by $(\mu-\varepsilon)/\omega_n^2$ requires $\omega_n\gg|\varepsilon-\mu|$ over the whole spectrum, and here $\Delta$ is not large compared with the band width.

The value of $n$ can be understood from the decoupled surface. There $g_s$ is odd in $w$, so the weight $1-Z$ outside the surface state is shared equally by the two bands. The filled band gives $(1-Z)/2=0.22222$ and the surface state $Zf=0.13255$, together $0.35477$. The computed occupations exceed this by $0.0247$, $0.0069$ and $0.0018$ as $\Gamma$ falls from 22 to 5.6 to 1.4 meV. The excess is nearly proportional to $\Gamma$, that is to $t_c^2$, as expected of the lowest-order effect of the contact.

## 9. Procedure and limits of validity

1. Choose $E_B$ below all bands and bound states, $\gamma$ of about $30k_BT$, and $N$ so that $\Delta=2\pi Nk_BT$ is at least comparable with the length of the line that carries weight. At low temperature this minimum brings the path close to the spectrum near $\mu$, and the arc needs more nodes; a larger $N$ avoids this at the price of more poles.
2. Build the arc nodes, the Gauss rule with weight $f$ and the $N$ poles. Once $E_B$ is fixed, none of them depends on the device Hamiltonian.
3. Evaluate $G$ at these energies and sum (3).
4. Raise the node numbers, then change $N$. The result must not move.

A bound state below $E_B$ is left out of $D$. If it lies well below, the result converges as usual and gives no warning; if it lies just below, the start of the arc passes close to it and convergence is slow. Lowering $E_B$ past the state restores its charge. A constant self-energy $-i\Gamma/2$ has no lower band limit. Its spectral tail $\Gamma/2\pi(E-\varepsilon)^2$ below $E_B$ leaves out a charge of about $\Gamma/2\pi(\varepsilon-E_B)$.

Under bias, the states between the two chemical potentials are filled according to the lead they come from. Their density involves the product $G(\dots)G^\dagger$, which is not analytic in the upper half-plane. That part is usually integrated along the real axis, where a uniform grid again costs a number of points proportional to $1/\Gamma$ if a narrow resonance lies between the two chemical potentials. The contour then serves for the equilibrium part alone.

All computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
temperature 300 K, kT = 0.025852 eV, mu = 0.00 eV
metal hopping 2.00 eV; semiconductor hoppings 1.00, 1.50 eV
midgap 0.030 eV, gap 1.000 eV, surface-state weight Z = 0.55556
arc start -5.00 eV, arc end -0.7756 eV + i 1.2995 eV
lowest Fermi pole height 0.08122 eV, f(midgap) = 0.23859
contour rule: 24 arc + 8 line + 8 poles = 40 evaluations
contact 0.20 eV: Gamma formula 22.2216 meV, measured 22.2817 meV
  surface-site occupation 0.37949089 per spin, contour max error 4.3e-14
contact 0.10 eV: Gamma formula 5.5554 meV, measured 5.5592 meV
  surface-site occupation 0.36169405 per spin, contour max error 4.6e-14
contact 0.05 eV: Gamma formula 1.3888 meV, measured 1.3891 meV
  surface-site occupation 0.35655342 per spin, contour max error 4.8e-14
contour 8+4+8 = 20 evaluations: worst error 1.3e-07
contour 12+6+8 = 26 evaluations: worst error 3.8e-10
contour 16+8+8 = 32 evaluations: worst error 1.1e-13
contour 24+8+8 = 40 evaluations: worst error 4.8e-14
4 poles, contact 0.10 eV: arc 0.296015, line 0.194442, poles -0.128763, sum 0.36169405
8 poles, contact 0.10 eV: arc 0.357601, line 0.136724, poles -0.132631, sum 0.36169405
12 poles, contact 0.10 eV: arc 0.391910, line 0.103926, poles -0.134142, sum 0.36169405
graded real axis: 6336 evaluations, error 2.9e-15, sum-rule error 3.6e-15
surface spectral function: peak 63.664 /eV, at line height 0.18926 /eV
  Lorentzian average of real-axis spectrum 0.18926 /eV
max |dG/dE| real axis 7.1925e+04 /eV^2, formula 7.1905e+04 /eV^2
max norm dG/dE on line 0.5273 /eV^2, bound 0.5922 /eV^2
grid h = 2 Gamma, on peak, 430 points: error +0.06937, law +0.06953
grid h = 2 Gamma, straddling, 429 points: error -0.04548, law -0.04560
grid h = 1 Gamma, on peak, 859 points: error +0.01194, law +0.01197
grid h = 1 Gamma, straddling, 859 points: error -0.01095, law -0.01097
contact 0.20 eV: 383 uniform points for error 0.001 (h = 0.561 Gamma)
  real-axis Gauss-Legendre, 40 points: error -0.04376
contact 0.10 eV: 1533 uniform points for error 0.001 (h = 0.561 Gamma)
  real-axis Gauss-Legendre, 40 points: error -0.11103
contact 0.05 eV: 6133 uniform points for error 0.001 (h = 0.561 Gamma)
  real-axis Gauss-Legendre, 40 points: error -0.12913
points times Gamma: 8.519 to 8.534 eV
contact 0.10 eV, occupations per spin (2 metal, 4 semiconductor):
  0.499708 0.500313 0.361694 0.499993 0.438524 0.499997
  contact bond element D = -0.048845
  device electrons, both spins: 5.600458
```
